Sum rule for longitudinal–transverse phonon splittings in cubic insulators, part 2

In a cubic insulator with harmonic ions, no free carriers and electrons that follow at once, the relation to be proved is

Σ_m (ω²_LO,m − ω²_TO,m) = [1/(ε0 ε∞ V)] Σ_κ |n·Z_κ|² / M_κ.

Here m counts the polar optical vibrations (LO longitudinal, TO transverse), and κ the ions of a primitive cell. The wavevector is q = q n, and time dependence is exp(−iωt). The Born charge Z_κ,αβ, in coulombs, is the dipole along α per displacement of ion κ along β in zero field, and also the force along β per field along α. The vector n·Z_κ has components Σ_α n_α Z_κ,αβ.

With u_κ the displacement of ion κ, the mass-weighted displacements are w_κβ = √M_κ u_κβ, and free vibrations obey ω² w = D(n) w. The matrices D(n) and D0 are distinct from the displacement field D = ε0 E + P, where E is the macroscopic field and P the polarization. Comparing traces gave, for any crystal symmetry,

Σ ω²[D(n)] − Σ ω²[D0] = |b|²/ε_n = [1/(ε0 ε_n V)] Σ_κ |n·Z_κ|²/M_κ,

where ε_n is the electronic permittivity along n, equal to ε∞ in a cubic crystal.

Long waves here have q small compared with π/a (a is the lattice constant) but cq large compared with phonon frequencies (c is the speed of light). The field parts perpendicular to q, marked T, obey

E_T = ω² D_T / (ε0 c² q²),

and E_T is neglected, so E points along n.

The model oxide, in the regime of KTaO3, is a cube of side 0.40 nm with V = 0.0640 nm³ and ε∞ = 4.6. Tantalum is at the centre, potassium at the corners, and O1, O2 and O3 at the face centres, with their Ta–O bonds along x, y and z. The charges are 1.0e for K, 8.5e for Ta, and for O −6.5e along its bond and −1.5e across it. The masses are 39.10 (K), 180.95 (Ta) and 16.00 u (O). The right side of the rule is then 1.985 × 10²⁸ s⁻², or 8599 meV² after multiplication by ħ².

## Longitudinal and transverse modes, and an oxide example

For a long wave along the unit vector n in a cubic insulator, the squared phonon frequencies are the eigenvalues of D(n) = D0 + b bᵀ/ε∞. The matrix D0 contains the mass-weighted force constants at zero macroscopic field. The vector b has components (n·Z_κ)_β/√(ε0VM_κ), where Z_κ is the Born charge tensor and M_κ the mass of ion κ, V is the cell volume, and ε∞ is the permittivity with fixed ions. The Born charges of a cell add to zero. The total of all squared frequencies is larger for D(n) than for D0 by |b|²/ε∞, which is independent of n and equals 8599 meV² in the model oxide. It remains to show that this total is a sum over longitudinal and transverse partners, and to find how it is shared among them.

The link is the dielectric function. Apply a uniform field E along n at angular frequency ω, and write x = ω². The mass-weighted displacements w obey

(D0 − x) w = √(ε0 V) b E,

because the force on an ion is its Born charge times the field. The ionic polarization along n is (1/V)√(ε0V) b·w. Solving for w and dividing by ε0E gives the ionic part of the permittivity, so that

ε(x) = ε∞ + bᵀ(D0 − x)⁻¹ b.

Let e_s be the normalized eigenvectors of D0 and x_s their eigenvalues. Since D0 is symmetric, its inverse can be written as a sum over eigenvectors:

ε(x) = ε∞ + Σ_s (b·e_s)² / (x_s − x).

The factor b·e_s is the component along n of a vector p_s, the dipole carried by mode s in suitable units:

p_s,α = Σ_κβ Z_κ,αβ e_s,κβ / √(ε0 V M_κ), b·e_s = n·p_s.

Group together the modes that share one eigenvalue T_m. Their contribution is governed by the tensor Σ_s p_s,α p_s,γ, summed over the group. A symmetry operation turns modes of one frequency into combinations of modes of the same frequency, and leaves this tensor unchanged. As for every symmetric tensor that shares the rotations of a cubic crystal, half-turns about the cube axes remove its off-diagonal elements, and a third of a turn about [111] makes the diagonal ones equal. It is therefore S_m times the unit tensor, and

ε(x) = ε∞ + Σ_m S_m / (T_m − x).

Only groups with S_m > 0 are kept in this sum. They are the polar vibrations. The strength S_m has the unit of squared frequency and does not depend on n.

A tensor S_m times the unit tensor has three nonzero eigenvalues, so the dipoles of one polar group span all three directions. Within the group one can form two independent modes whose dipoles are perpendicular to n. For these b·e = 0, so the term b bᵀ/ε∞ does nothing to them. They stay eigenvectors of D(n) with the same eigenvalue T_m. These are the transverse optical modes, and ω²_TO,m = T_m.

The remaining combination, with its dipole along n, is changed by the field. Suppose w is an eigenvector of D(n) with eigenvalue x, with b·w not zero and x not an eigenvalue of D0. Then

(D0 − x) w = −b (b·w)/ε∞,

w = −(D0 − x)⁻¹ b (b·w)/ε∞.

Multiply the second line by b from the left and divide by b·w:

1 = −bᵀ(D0 − x)⁻¹b/ε∞.

Comparison with the dielectric function shows that this is the condition ε(x) = 0. The same expression for w also gives the direction of its dipole. The component along α is proportional to Σ_s p_s,α (p_s·n)/(x_s − x), which equals n_α Σ_m S_m/(T_m − x). The dipole lies along n, so the mode is longitudinal. Physically, a zero of ε lets an electric field exist while D = 0, as a longitudinal wave without free charge demands.

The zeros can be counted from the slope

dε/dx = Σ_m S_m/(T_m − x)²,

which is positive between poles. Just above a pole T_m the function starts from minus infinity. It rises to plus infinity at the next pole, so it crosses zero once in between. Above the last pole it rises from minus infinity to ε∞, and again crosses zero once. Below the first pole it starts from ε∞ at large negative x and rises, so it has no zero there. Each polar group thus has one longitudinal partner L_m = ω²_LO,m, above its own transverse value and below the next one.

If two polar groups happen to have the same frequency, they count here as one group with their strengths added. The leftover combination has no dipole and is unaffected by the field, so it would add zero to the difference. Modes without dipoles appear equally in D0 and D(n) and cancel. The acoustic modes are among them.

A ratio of polynomials with these poles and zeros, and with the limit ε∞ at large x, must be

ε(x)/ε∞ = Π_m (L_m − x)/(T_m − x).

At large x the left side, taken from the sum over poles, is 1 − Σ_m S_m/(ε∞x) plus terms in 1/x². The right side is a product of factors

(1 − L_m/x)/(1 − T_m/x) = 1 − (L_m − T_m)/x + terms in 1/x².

The coefficients of 1/x must agree. Since the eigenvectors of D0 form a complete set, Σ_m S_m = Σ_s (b·e_s)² = |b|². Therefore

Σ_m (L_m − T_m) = |b|²/ε∞ = [1/(ε0 ε∞ V)] Σ_κ |n·Z_κ|²/M_κ.

This is the sum rule, with each polar group counted once. At x = 0 the same product gives the Lyddane–Sachs–Teller relation for the static permittivity ε_s,

ε_s = ε∞ Π_m ω²_LO,m/ω²_TO,m.

The sum depends on behaviour at high frequency, the product on behaviour at zero frequency. A very soft transverse mode therefore has great influence on the product and may leave the sum untouched.

To obtain separate modes for the oxide, force constants are needed. The model joins whole sublattices by springs. These are effective constants at zero macroscopic field, so they contain short-range repulsion together with the attraction due to local fields, and may be small. For motion along x, write K, T, O1, O2 and O3 for the displacements. The energy per cell, with springs in N/m, is

U = ½[10(T − O1)² + 6(T − O2)² + 6(T − O3)²
 + 17(K − O1)² + 17(K − O2)² + 17(K − O3)²
 + 85(O1 − O2)² + 85(O1 − O3)² + 5(O2 − O3)²].

Dividing the force constants by the roots of the masses gives a 5 × 5 matrix. One eigenvalue is zero and belongs to translation. In one other mode O2 and O3 move oppositely while the rest stand still. Their charges along x are equal, so this mode has no dipole. Three polar modes remain. Numerical diagonalization gives their transverse energies, and a search for the zero of ε above each pole gives the longitudinal ones.

The first mode has TO at 9.407 and LO at 17.553 meV. The second has TO at 26.078 and LO at 52.780 meV, and the third has TO at 67.653 and LO at 104.165 meV. These digits serve the arithmetic; the rough inputs do not justify them as predictions. The differences of squares are

219.6 + 2105.7 + 6273.5 = 8598.8 meV².

With partners matched in order of energy, the highest pair accounts for 73 percent of the sum and the lowest for less than 3 percent. These are not the shares of the transverse modes in the total strength Σ_m S_m, which are 28, 40 and 32 percent from the lowest to the highest. The field mixes the transverse patterns of motion, so a longitudinal mode is not simply its partner made stiffer. The lowest pair still raises the static permittivity by a larger factor than the highest does. The squared ratios of LO to TO energy are 3.48, 4.10 and 2.37, and the static permittivity is

ε_s = 4.6 × 3.48 × 4.10 × 2.37 ≈ 156.

Now halve both Ta–O constants, from 10 and 6 to 5 and 3 N/m, and keep everything else fixed. The transverse energies become 6.825, 25.427 and 67.128 meV, and the longitudinal ones 17.477, 52.262 and 103.736 meV. The differences of squares are then 259, 2085 and 6255 meV², again 8599 in total. The first has grown by 39 meV², and the other two have lost the same amount between them. The squared transverse energies have fallen by 146 meV² in total, and so have the squared longitudinal ones. The distribution differs: the lowest transverse mode loses 42 meV², while the lowest longitudinal mode loses less than 3.

Keeping the charges fixed while changing springs is an operation on the model. In a material both come from the same electrons. A change of temperature or pressure that softens a mode leaves the sum constant only if the combination of V, ε∞, masses and Born charges on the right side of the rule stays the same.

For a dielectric next to a transistor channel, it also matters how strongly longitudinal phonons act on electrons. A charge at rest is screened by ε_s, a suddenly placed charge at first only by ε∞. The part of the screening due to the lattice is measured by

1/ε∞ − 1/ε_s.

With the first set of springs this is 0.2174 − 0.0064 = 0.2110. With the softer ones it is 0.2174 − 0.0033 = 0.2141. The static permittivity nearly doubles, but this measure rises by only 1.5 percent, because 1/ε_s was already small. It describes a bulk dielectric with fixed ε∞. Scattering across an interface also depends on the layers and on the phonon energies, which this number does not contain.

The sum rule neglects several effects whose size can be estimated for the example. The first is retardation. For transverse waves the full Maxwell equations give E_T = ω²D_T/(ε0c²q²), and with D_T = ε0ε(x)E_T this becomes

c²q² = x ε(x).

Near a strong pole ε(x) is about S_m/(T_m − x), so the transverse value is lowered by about S_mT_m/(c²q²). Take q = 0.0785 nm⁻¹, one percent of π/a. Numerical solution of the full equation for the three phonon-like roots shows that the squared transverse energies fall by 3.4 × 10⁻⁵ of the sum. The window between light and the zone boundary is wide. The change of phonon frequencies with q due to the springs has not been computed, since the model describes the zone centre alone.

The second effect is that the electronic permittivity is not strictly constant up to the top phonon. Represent all electronic response by one oscillator at a rough gap of 3.6 eV. If r is the squared ratio of phonon energy to gap, ε∞ − 1 grows by the factor 1/(1 − r). At the highest LO energy r = (0.1042/3.6)² = 8.4 × 10⁻⁴, and the relative growth of the permittivity is

[(4.6 − 1)/4.6] r/(1 − r) = 6.6 × 10⁻⁴.

Temperature acts through V, the charges and ε∞. With a rough linear expansion of 7 × 10⁻⁶ K⁻¹, warming by 100 K enlarges the volume by 0.21 percent. The sum falls by the same fraction if the charges and ε∞ stay fixed. Thermal motion also changes bond lengths. In a harmonic crystal each mode contributes to the mean square of the Ta–O length change

(e_O/√M_O − e_Ta/√M_Ta)² [ħ/(2ω)] coth[ħω/(2k_BT)],

where e_O and e_Ta are the components of the mode's eigenvector along the bond. Adding the twelve optical modes of D0 at 300 K gives a root mean square of 0.014 nm, or 7 percent of the bond length of 0.20 nm. This treats phonons of every wavevector like those at the zone centre and leaves out the field of longitudinal waves, which would lower the value to 0.012 nm when the mean square is averaged over directions of the wavevector (to 0.004 nm for waves along the bond, and not at all for waves across it). It gives an order of magnitude. If the average charge changes in proportion to the mean square displacement, the relative change is 0.005 times a coefficient that this model does not supply. The coefficient need not be near one.

Free carriers change the rule itself. Let their density be N and their effective mass m*. When they move freely during a phonon period, the displacement of a carrier in the field is its force divided by −m*ω², and the dielectric function gains the term

−N e²/(ε0 m* x) = −ε∞ω_p²/x, ω_p² = N e²/(ε0 ε∞ m*).

This has the form S/(T − x) with T = 0 and S = ε∞ω_p². The preceding counting applies with one more pole, hence one more longitudinal mode, and the sum grows by ω_p². With m* assumed to be half the electron mass, one percent of 1.985 × 10²⁸ s⁻² corresponds to N = 1.4 × 10¹⁷ cm⁻³. At this density the mixing is slight: carrier motion makes up about one percent or less of each of the three upper longitudinal modes, though these modes take up nearly all the growth of the sum. At 10¹⁹ cm⁻³, with carriers still moving freely, all four longitudinal modes would be substantial mixtures of lattice and carrier motion.

The real KTaO3 crystal is a cubic perovskite with a lattice constant close to 0.40 nm. At room temperature its lowest transverse polar phonon lies roughly at 10 meV and its static permittivity is roughly 200. The model's 9.4 meV and 156 are in that regime, though the permittivity is somewhat low. The sum is sensitive to the charges: raising all of them by 10 percent raises it by 21 percent, more than the corrections sized above at their stated settings. In devices, oxygen vacancies can donate carriers and break the assumption of an insulator. Since the extra term is proportional to N, a density of 10¹⁹ cm⁻³ would add about 70 percent to the sum under the same assumptions of mass and free motion. Free motion requires ωτ to be much larger than one, where τ is the time between collisions. With the same mass and a mobility of 30 cm² V⁻¹ s⁻¹, a rough value for KTaO3 at room temperature, ωτ is only about 0.1 at the lowest transverse mode and about 1.35 at the highest longitudinal mode. The estimate therefore needs cold, clean crystals, in which the soft mode lies lower than in this room-temperature model. It also needs q small enough that the modes lie above the energies of single-carrier excitations, which for degenerate carriers reach ħq v_F + ħ²q²/(2m*), with v_F the Fermi velocity. With the assumed mass and two to four states per wavevector, the lowest coupled mode meets this limit near q = 0.05 to 0.06 nm⁻¹ at 1.4 × 10¹⁷ cm⁻³ and near 0.07 to 0.09 nm⁻¹ at 10¹⁹ cm⁻³, so carriers narrow the window in q from above. At room temperature, if the carriers are described by this single collision time, their own motion is overdamped at 10¹⁹ cm⁻³, while three oscillating longitudinal modes remain, with full widths (twice the imaginary part of the frequency) between about 13 and 18 percent of their energies; the lower two are mostly lattice motion, but the highest moves from 104 to about 120 meV and is more than a quarter carrier motion. A film strained by its substrate breaks cubic symmetry as well.

Without cubic symmetry, the total over all modes still obeys the trace identity for each n, with the permittivity taken along n. But the dipoles of a mode group need no longer span three equivalent directions. For a general n the field can then mix motions along and across the wavevector, and the modes cannot all be sorted into longitudinal and transverse ones. The total may also differ from one direction to another, because neither the charge tensor sum nor ε∞ must be isotropic. Cubic symmetry is what turns a statement about the trace of a matrix into a statement about LO–TO pairs.
